# The 3/t Upper Bound on an Oxygen Hop Never Seen

A lattice kinetic Monte Carlo model of oxygen in a nitride diffusion barrier needs a list of hops with their rates. Suppose that one hop is suspected, and that molecular dynamics at high temperature has been run to find it. It never happened. One must now decide whether to leave the hop out and call the film tight, or to pay for a longer simulation. The decision hangs on how fast the hop could still be, given the silence.

## The estimate on the back of an envelope

Let the hop have rate $k$, and let the atom be watched for a total time $t$ in the initial state. The expected number of hops is $kt$. If $kt$ were 10, silence would be very unlikely; if $kt$ were 0.1, silence would be the normal outcome. The dividing line lies at a few expected hops. For independent random events the chance of seeing none is $e^{-kt}$, and $e^{-3}\approx 0.05$. Rates above

$$k_{\rm up}\approx\frac{3}{t}$$

would therefore have produced at least one hop with a chance of 95 percent or more.

The example below has twenty runs of 5 ns, so $t=100$ ns and $k_{\rm up}\approx 3\times10^{7}\ \mathrm{s^{-1}}$. This is a ceiling, not an estimate of $k$: the silence is fully compatible with $k=0$, where it is certain. The value $1/t$ would be a poor ceiling, because a hop with $kt=1$ stays silent with probability 0.37.

## The controlled derivation

**Survival.** Assume that the initial state is well defined and that, while the atom is in it, the hop has a constant probability $k\,ds$ in each short interval $ds$ of residence, whatever happened before. Here $k$ is the total rate over all equivalent directions. Let $S(s)$ be the probability that no suspected hop has occurred by accumulated residence time $s$. To survive to $s+ds$ the atom must survive to $s$ and then not hop:

$$S(s+ds)=S(s)\,(1-k\,ds)\quad\Rightarrow\quad \frac{dS}{ds}=-kS .$$

With $S(0)=1$ this gives $S(t)=e^{-kt}$.

The atom may also leave by other routes. Such an exit stops the residence clock, and a return starts it again with the same $k$. The equation for $S$ is unchanged, so the times of separate visits, runs and independent equivalent atoms simply add. A simulation of 40000 trajectories with competing exits at rate $4k$ gave silent fractions of 0.366, 0.133 and 0.050 at $kt=1,2,3$, against 0.368, 0.135 and 0.050 from the exponential.

**Inversion.** Let $\alpha=0.05$. We reject every rate for which silence would have had a probability below $\alpha$. The largest rate kept satisfies $e^{-k_{\rm up}t}=\alpha$. Taking logarithms,

$$k_{\rm up}=\frac{c}{t},\qquad c=-\ln 0.05=2.9957 .$$

Replacing $c$ by 3 raises the bound by 0.14 percent of its value.

**When the stopping time is random.** Often $t$ is not fixed beforehand, because a run ends when the atom leaves by another route. The bound survives this. Let $T$ be the residence time at which observation stops. The reported bound $c/T$ is wrong if no hop was seen and yet $k>c/T$, that is, $T>c/k$. In that case no hop occurred during the first $c/k$ of residence. That event has probability $e^{-k(c/k)}=\alpha$, so the failure, being contained in it, has probability at most $\alpha$, provided that the decision to stop does not anticipate the hop. Ending each run at the first sign of a coming hop would break this, because the hops would be cut out of the record.

As an example, let observation end at the twelfth competing exit, with exits at rate $4k$. In the variable $x=kT$ the residence time then has the density $4^{12}x^{11}e^{-4x}/11!$, and silence up to $x$ has probability $e^{-x}$. The chance of failure is

$$\int_c^\infty \frac{4^{12}x^{11}e^{-4x}}{11!}\,e^{-x}\,dx=0.0128,$$

which is below 0.05, as it must be.

**The clock must be the right one.** Time spent elsewhere is no evidence about this hop. Let the atom leave the initial state at rate $10k$ and return at rate $10k$, so that it is away for about half of the time. If wall-clock time is put in place of residence time, the supposed chance of silence at $c/k$ is 0.05. The true chance, from the two-state rate equations, is 0.226, close to $e^{-c/2}=\sqrt{0.05}\approx0.22$.

**What the 95 percent means.** It is a property of the procedure: for any true $k$, the procedure reports a ceiling below $k$ in at most 5 percent of repetitions. It is not the probability that $k$ lies below the ceiling. That statement needs a prior distribution for $k$. With a flat prior on $k\ge0$, the normalized posterior density is $te^{-kt}$, and

$$P(k<K)=\int_0^K te^{-kt}\,dk=1-e^{-Kt}.$$

Setting this to 0.95 gives $Kt=c$ again. With a prior proportional to $k^{-1/2}$, the posterior is proportional to $k^{-1/2}e^{-kt}$. Substituting $kt=y^2$ turns $\int k^{-1/2}e^{-kt}dk$ into a constant times $\int e^{-y^2}dy$, so

$$P(k<K)=\operatorname{erf}\sqrt{Kt}=0.95\quad\Rightarrow\quad Kt=1.92 .$$

The agreement of the two readings thus depends on the prior: it holds for the flat one and fails for this one.

**If one hop is seen.** Let $t$ be fixed in advance and let counting continue after a hop, once the atom is back in an equivalent initial state. One hop at residence time $s$, with silence before and after, has total probability

$$\int_0^t e^{-ks}\,k\,e^{-k(t-s)}\,ds=kt\,e^{-kt}.$$

Rates are now rejected when the chance of at most one hop, $e^{-kt}(1+kt)$, is below 0.05. The root is $kt=4.74$, so a single event moves the ceiling from $3.0/t$ to $4.7/t$.

## What the ceiling says about the film

**The barrier.** Write $k=\nu\,e^{-E/k_BT}$, where $\nu$ is the total prefactor and $E$ the barrier, both taken as independent of temperature. At the simulation temperature $T_h$ the ceiling reads

$$\nu e^{-E/k_BT_h}\le \frac ct\quad\Rightarrow\quad E\ge E_{\min}=k_BT_h\ln\frac{\nu t}{c}.$$

The inequality turns round because a larger barrier means a smaller rate. Take $T_h=1200$ K and $\nu=10^{13}\ \mathrm{s^{-1}}$. Then $\nu t/c=3.34\times10^5$, $k_BT_h=0.1034$ eV, and

$$E_{\min}=0.1034\times12.72\ \text{eV}=1.315\ \text{eV}.$$

The dependence on $t$ is logarithmic. Ten times more silent time would add $k_BT_h\ln10=0.24$ eV.

**The temperature of use.** At $T_u$ the largest rate still allowed is the one with $E=E_{\min}$:

$$k_u=\nu\exp\!\left(-\frac{T_h}{T_u}\ln\frac{\nu t}{c}\right)=\nu\left(\frac{c}{\nu t}\right)^{T_h/T_u}.$$

If $T_u=T_h$, the prefactor cancels and $k_u=c/t$, as it should. Otherwise $k_u$ varies as $\nu^{\,1-T_h/T_u}$. For $T_h>T_u$ the exponent is negative, so a smaller prefactor gives a weaker guarantee. The reason is that silence then implies a lower minimum barrier, and cooling suppresses the hop less. For $T_u=673$ K the ratio $T_h/T_u$ is 1.783, and

$$k_u=10^{13}\times(3.34\times10^5)^{-1.783}\ \mathrm{s^{-1}}=1.4\times10^3\ \mathrm{s^{-1}}.$$

**Crossing the film.** Let the sites form a simple cubic lattice with spacing $a$, and let the film be $N$ spacings thick. The atom starts on plane 0, cannot leave through that face, and is removed on reaching plane $N$. Each of the six hops has rate $g=k/6$. The four hops within a plane do not change the depth.

Let $\tau_i$ be the mean time to go from plane $i$ to plane $i+1$ for the first time. On plane 0 only the forward hop changes the depth, so $\tau_0=1/g$. On a later plane the mean wait for a change of depth is $1/(2g)$. Half of these changes go forward and finish the step. The other half go back, after which the atom must first regain plane $i$ and then start again:

$$\tau_i=\frac1{2g}+\frac12\left(\tau_{i-1}+\tau_i\right).$$

Subtracting $\tau_i/2$ and multiplying by 2 gives $\tau_i=1/g+\tau_{i-1}$, hence $\tau_i=(i+1)/g$. The mean crossing time is the sum

$$\tau=\sum_{i=0}^{N-1}\frac{i+1}{g}=\frac{N(N+1)}{2g}=\frac{3N(N+1)}{k}\equiv\frac Mk .$$

For thick films this tends to the continuum result. Hops along the film normal occur at rate $k/3$, and each adds $a^2$ to the mean square displacement, which equals $2Ds$ after time $s$. Thus $D=ka^2/6$, and with $L=Na$ one has $L^2/(2D)=3N^2/k$.

A film of 5 nm with $a=0.2$ nm has $N=25$ and $M=3\times25\times26=1950$. Since $k\le k_u$ at 673 K,

$$\tau\ge\frac{1950}{1.417\times10^3\ \mathrm{s^{-1}}}=1.4\ \text{s}.$$

**The decision.** Suppose that the film must have a mean crossing time of at least 1800 s at 673 K. The silent simulation guarantees 1.4 s. It does not show that the film leaks; it shows that 100 ns of silence at 1200 K cannot settle the matter. The hop should stay in the kinetic model as an open possibility, with its rate varied between zero and the ceiling.

The exposure that would settle it follows from $k_u=M/\tau$:

$$\nu\left(\frac{c}{\nu t}\right)^{T_h/T_u}=\frac M\tau
\;\Rightarrow\;
\left(\frac{\nu t}{c}\right)^{T_h/T_u}=\frac{\nu\tau}{M}
\;\Rightarrow\;
t=\frac c\nu\left(\frac{\nu\tau}{M}\right)^{T_u/T_h}.$$

With $\nu\tau/M=9.2\times10^{12}$ this gives $t=5.6$ µs, or 56 times the exposure in hand. The figure holds for $\nu=10^{13}\ \mathrm{s^{-1}}$; with $10^{12}\ \mathrm{s^{-1}}$ the same target needs about 15 µs. The matching barrier is 1.73 eV. An atom with just that barrier would stay silent through all 5.6 µs with a probability of only 5 percent, so the longer simulation is likely to end in silence only if the true barrier is clearly higher.

The target itself needs care, because it is a mean. In this model 63 percent of the atoms have already crossed when the mean crossing time has passed. A film that may pass only a small fraction needs a stricter target.

## Comparison: the quick estimate and what can upset it

As arithmetic, the envelope estimate and the derivation agree to 0.14 percent. The derivation adds the conditions: residence time as the clock, a constant rate, and one kind of initial state. The errors that matter come from these conditions, from the extrapolation in temperature and from the interatomic potential. The silence bounds the barrier of the simulated material. If the potential overstates the real barrier by 0.1 eV, the guaranteed crossing time at 673 K falls from 1.4 s to about 0.25 s.

**Prefactor.** With $\nu=10^{12}\ \mathrm{s^{-1}}$ and all else held fixed, the least barrier falls from 1.315 to 1.077 eV. The ceiling at 673 K rises by a factor of 6.1, and the guaranteed crossing time drops to about 0.2 s. The ceiling at 1200 K does not change, since it makes no use of $\nu$.

**Stored frames.** If positions are stored at intervals $\delta$, a hop that reverses before the next frame is missed. Let the return rate be $r$, and let hops be rare, $k\delta\ll1$. A hop then falls at a uniformly distributed time $u$ before the next frame and is still visible there with probability $e^{-ru}$. The fraction seen is

$$p=\frac1\delta\int_0^\delta e^{-ru}\,du=\frac{1-e^{-r\delta}}{r\delta}.$$

The visible hops have rate $pk$, so the ceiling becomes $c/(pt)$. For $\delta=10$ ps and an assumed shallow end state with $r=10^{11}\ \mathrm{s^{-1}}$, $p=0.63$ and the ceiling rises to $4.7\times10^7\ \mathrm{s^{-1}}$. In the cubic film model the return rate is only $k/6$, and the loss is negligible.

**Quantum motion.** Classical dynamics omits the quantized vibration in the well and tunnelling through the barrier. Take a harmonic well and a parabolic barrier, both of frequency $f=10^{13}$ Hz, let the other modes cancel between well and saddle, and write $u=hf/k_BT$. The classical well has partition function $1/u$, and the quantum one has $\sum_n e^{-(n+1/2)u}$. A parabolic barrier transmits at energy $xk_BT$ above its top with probability $1/(1+e^{-2\pi x/u})$, where the classical value is a step. The rate is therefore multiplied by

$$\frac{1/u}{\sum_{n=0}^\infty e^{-(n+1/2)u}}\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/u}} .$$

Numerically this is 1.04 at 673 K and 1.01 at 1200 K; with both frequencies doubled it is 1.18 and 1.05. Either is small beside the doubt about the prefactor.

**Unequal sites.** Here the ceiling itself can fail. Let each of the twenty runs begin in a randomly drawn site, and let no other route carry the atom to a new site. The runs then sample only twenty sites, however long they last. If a fraction $f_s$ of the sites is so fast that a hop from them would certainly be seen, all twenty runs miss them with probability $(1-f_s)^{20}$. Setting this to 0.05 gives

$$f_s=1-0.05^{1/20}=0.139 .$$

Up to about 14 percent of the sites could be fast without being excluded, and the silence puts no ceiling on their rate.

The mean rate is not safe either. Let 10 percent of the sites hop at $10^9\ \mathrm{s^{-1}}$ and the rest not at all. The mean rate is $10^8\ \mathrm{s^{-1}}$, more than three times the ceiling. A fast site stays silent for 5 ns with probability $e^{-5}$, so all runs are silent with probability

$$\left(0.9+0.1\,e^{-5}\right)^{20}=0.123 .$$

Silence alone then puts the ceiling below the mean rate in 12 percent of repetitions, where at most 5 was promised. Repetitions with only a few hops add to this, since up to four hops still give a ceiling below $10^8\ \mathrm{s^{-1}}$. Longer runs do not cure it. More independent starting sites shrink the fraction that can stay hidden: for this mixture, thirty runs sharing the same 100 ns are all silent with probability 0.048. They do not make the ceiling on the mean rate safe, because a rarer and faster minority can still be missed. With 1 percent of the sites at $10^{10}\ \mathrm{s^{-1}}$, a hundred runs of 1 ns are all silent with probability 0.37.

**The real case.** The parameters are round values in the rough regime of interstitial oxygen in a thin titanium nitride barrier. The tetrahedral interstices of the rocksalt structure form a simple cubic lattice whose spacing, half the cubic lattice constant, is near 0.2 nm. A thickness of a few nanometres and an anneal near 673 K are ordinary for interconnects, and $10^{13}\ \mathrm{s^{-1}}$ is a usual order of magnitude for a hop prefactor. Here it stands for the total over six directions; if each direction had it, $\nu$ would be $6\times10^{13}\ \mathrm{s^{-1}}$ and the guaranteed time 5.6 s, which leaves the decision unchanged. Real films break the assumption of equal sites: they are commonly polycrystalline, and grain boundaries can offer faster paths. Oxygen may also sit on nitrogen sites and move with the help of vacancies, a mechanism that this hop does not include. For such a film the 1.4 s is a statement about one mechanism in the sampled crystal, not about the film. If fast paths went unsampled, the silence gives no lower limit on the crossing time along them.

A silent run therefore justifies dropping a hop from the kinetic model, at the 95 percent level used here, when four conditions hold: the ceiling, carried to the temperature of use with the lowest credible prefactor and with allowance for any fall of the barrier on cooling, is too small to affect the result sought; the stored frames would have shown the hop; the starting sites represent the material; and the interatomic potential does not overstate the barrier by an amount that would change the conclusion. In the present example the first condition already fails. The computed values are collected in the numerical output.

## Computed values

```
c = -ln(0.05): 2.9957
excess of 3 over c: 0.14 percent
chance of no hop at kt=1: formula 0.3679, simulated 0.3658
chance of no hop at kt=2: formula 0.1353, simulated 0.1328
chance of no hop at kt=3: formula 0.0498, simulated 0.0497
simulated chance of no hop at kt=c: 0.0498
simulated trajectories: 40000
competing exit rate in simulation: 4 k
stop at competing exit number: 12
failure chance, random stop: integral 0.0128, simulated 0.0127
wall-clock example, leave and return rates: 10 k
chance of no hop in wall-clock time c/k: 0.226
flat prior, 95 percent point of kt: 2.9957
prior k^(-1/2), 95 percent point of kt: 1.921
bound on kt after one observed hop: 4.744
runs: 20, length of each: 5 ns
total residence time t: 100 ns
simulation temperature: 1200 K
temperature of use: 673 K
kB*T hot: 0.10341 eV, use: 0.05799 eV
prefactor nu: 1.0e+13 1/s
upper bound on hop rate, hot: 2.996e+07 1/s
nu*t/c: 3.3381e+05
least barrier: 1.315 eV
temperature ratio hot/use: 1.7831
upper bound on hop rate, use: 1.417e+03 1/s
site spacing: 0.2 nm, film: 5.0 nm
number of spacings N: 25
mean crossing time times k, M: 1950.0
least mean crossing time, use: 1.376 s
target mean crossing time: 1800 s
fraction across at the mean time: 0.629
hop rate allowed by target, use: 1.083 1/s
barrier needed for target: 1.731 eV
exposure needed for target, hot: 5.60 us
exposure needed / exposure held: 56.0
least barrier if nu is 10 times smaller: 1.077 eV
rise of use-rate bound for that nu: factor 6.07
frame interval: 10 ps, return rate 1.0e+11 1/s
fraction of hops seen in frames: 0.632
hot rate bound with frame losses: 4.739e+07 1/s
vibration and barrier frequency: 1.0e+13 Hz
quantum rate factor, hot: 1.0134, use: 1.0433
fast-site fraction that can stay hidden: 0.139
disorder example: fast fraction 0.10, fast rate 1.0e+09 1/s
disorder example, mean rate: 1.00e+08 1/s
disorder example, chance of no hop: 0.123
```
